# Bounding and Preselecting Exchange Matrix Elements with Two Matrix Products

In a large insulating molecule, an electron exchanges appreciably only with electrons nearby. Most elements of the exchange matrix between distant basis functions are then negligible, yet its definition gives each of them a double sum over the whole basis. To save that work one must know which elements are small before computing them. Two matrix multiplications supply this knowledge, and they do so as a rigorous upper bound. Using that bound to preselect elements is the idea of the PreLinK method.

## The exchange matrix and the claim

Let \(\chi_\mu\), \(\mu=1,\dots,N\), be real Gaussian basis functions. Atomic units are used. For two real charge distributions \(f\) and \(g\), write

\[
(f|g)=\iint \frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' , \tag{1}
\]

and let \((\mu\lambda|\nu\sigma)\) denote this integral for \(f=\chi_\mu\chi_\lambda\), \(g=\chi_\nu\chi_\sigma\). The exchange matrix of a real density matrix \(P\) is

\[
K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}\,(\mu\lambda|\nu\sigma). \tag{2}
\]

Define the symmetric matrix \(Q_{\mu\lambda}=(\mu\lambda|\mu\lambda)^{1/2}\), and let \(|P|\) be the matrix of absolute values \(|P_{\lambda\sigma}|\). The claim is

\[
|K_{\mu\nu}|\le B_{\mu\nu},\qquad B=Q\,|P|\,Q . \tag{3}
\]

## Proof

**Positivity.** The square root in \(Q\) requires \((f|f)\ge 0\). For \(\eta>0\), the angular integration gives

\[
\int \frac{e^{-\eta r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r
=\frac{4\pi}{k}\int_0^\infty e^{-\eta r}\sin(kr)\,dr
=\frac{4\pi}{k^2+\eta^2}. \tag{4}
\]

With \(\hat f(\mathbf k)=\int f\,e^{-i\mathbf k\cdot\mathbf r}d^3r\), the double integral (1) becomes an integral over \(\mathbf k\) with measure \(d^3k/(2\pi)^3\). Letting \(\eta\to0\) and using \(4\pi/(2\pi)^3=1/(2\pi^2)\),

\[
(f|f)=\frac{1}{2\pi^2}\int\frac{|\hat f(\mathbf k)|^2}{k^2}\,d^3k\ \ge 0 . \tag{5}
\]

For products of Gaussians the integral converges: \(\hat f\) is bounded near \(k=0\), where \(d^3k\) cancels the \(1/k^2\), and it decays rapidly at large \(k\). The argument holds for any interaction with a non-negative Fourier transform.

**Schwarz inequality.** Apply (5) to \(f+tg\) with real \(t\):

\[
(f|f)+2t(f|g)+t^2(g|g)\ge0 . \tag{6}
\]

If \((g|g)>0\), the choice \(t=-(f|g)/(g|g)\) gives \((f|f)-(f|g)^2/(g|g)\ge0\). If \((g|g)=0\), the left side is linear in \(t\) and can stay non-negative for all \(t\) only if \((f|g)=0\). In both cases \((f|g)^2\le(f|f)(g|g)\), so

\[
|(\mu\lambda|\nu\sigma)|\le Q_{\mu\lambda}Q_{\nu\sigma}. \tag{7}
\]

**Summation.** The triangle inequality applied to (2), followed by (7) and \(Q_{\nu\sigma}=Q_{\sigma\nu}\), gives

\[
|K_{\mu\nu}|\le\sum_{\lambda\sigma}|P_{\lambda\sigma}|\,|(\mu\lambda|\nu\sigma)|
\le\sum_{\lambda\sigma}Q_{\mu\lambda}|P_{\lambda\sigma}|Q_{\sigma\nu}=B_{\mu\nu}. \tag{8}
\]

This proves (3). Nothing was assumed about the symmetry or sign of \(P\), so the bound also covers transition densities and the density change between two self-consistent iterations. For a single basis function both sides equal \(|P_{11}|(11|11)\), so no prefactor smaller than 1 could be placed on the right of (3).

The absolute values are needed. In a test with a random nonsymmetric \(P\) of dimension 80, (3) held for every element, whereas \(|K_{\mu\nu}|\) exceeded \(|(QPQ)_{\mu\nu}|\) for 355 of the 6400 elements. The cancellations in \(QPQ\) are not those in \(K\).

## Selecting elements, then integrals

The bound is evaluated as

\[
T=Q|P|,\qquad B=TQ . \tag{9}
\]

With dense matrices this takes \(2N^3\) multiplications. Evaluating the double sum in (8) separately for all \(N^2\) elements would involve \(N^4\) terms. The only two-electron integrals required are the diagonal ones in \(Q\), which do not depend on \(P\) and can be stored.

Choose a threshold \(\theta\) and compute only the elements with

\[
B_{\mu\nu}\ge\theta . \tag{10}
\]

If \(|K_{\mu\nu}|\ge\theta\), then (3) gives \(B_{\mu\nu}\ge\theta\): no significant element is lost. The converse does not hold, and the selected set may contain negligible elements.

Within a selected element most terms of the double sum are still small. A second threshold \(\tau\) keeps the terms with

\[
Q_{\mu\lambda}|P_{\lambda\sigma}|Q_{\sigma\nu}\ge\tau . \tag{11}
\]

Let \(\delta K\) be the screened matrix minus the full one. By (7), \(|\delta K_{\mu\nu}|\le D_{\mu\nu}\), where

\[
D_{\mu\nu}=
\begin{cases}
B_{\mu\nu}, & B_{\mu\nu}<\theta,\\[2pt]
\text{sum of the products in (11) below }\tau, & B_{\mu\nu}\ge\theta .
\end{cases} \tag{12}
\]

At most \(N^2\) terms are omitted from a selected element, each below \(\tau\). The condition \(N^2\tau\le\theta\) therefore ensures that no element errs by more than \(\theta\).

An integral code normally exploits permutational symmetry. The integral \((\mu\lambda|\nu\sigma)\) can contribute to \(K_{\mu\nu}\), \(K_{\lambda\nu}\), \(K_{\mu\sigma}\) and \(K_{\lambda\sigma}\), and, through \((\mu\lambda|\nu\sigma)=(\nu\sigma|\mu\lambda)\), to the four transposed elements, which are independent when \(P\) is not symmetric. It must be computed if any one of these uses needs it. The number of retained terms is thus not the number of distinct integrals.

## What the thresholds mean for energies

For a closed shell let \(P_{\mu\nu}=2\sum_i c_{\mu i}c_{\nu i}\), summed over occupied orbitals. The exchange energy is \(-\sum_{ij}(ij|ij)\). Expanding the orbitals, the sum over \(i\) gives \(P_{\mu\nu}/2\) and the sum over \(j\) gives \(P_{\lambda\sigma}/2\), so

\[
E_K=-\tfrac14\sum_{\mu\nu}P_{\mu\nu}K_{\mu\nu},\qquad
|\delta E_K|\le\tfrac14\sum_{\mu\nu}|P_{\mu\nu}|D_{\mu\nu}. \tag{13}
\]

This is the error at fixed density. An element of \(K\) that meets a small \(P_{\mu\nu}\) hardly affects this energy, but it still enters the Fock matrix.

The Fock matrix contains \(-\tfrac12K\), so its error is \(\delta F=-\tfrac12\delta K\). For symmetric \(P\) both selection rules respect the symmetry of \(K\), and \(\delta K\) is symmetric. The orbital energies are the eigenvalues of \(S^{-1/2}FS^{-1/2}\), with \(S\) the overlap matrix. By the min–max principle each is a minimum over subspaces of a maximum of Rayleigh quotients. A perturbation changes every such quotient by at most its spectral norm, and hence every eigenvalue by no more than that. With \(s_{\min}\) the smallest eigenvalue of \(S\),

\[
|\delta\varepsilon|\le\|S^{-1/2}\delta F S^{-1/2}\|_2\le\frac{\|\delta K\|_2}{2s_{\min}} . \tag{14}
\]

For a symmetric matrix the spectral norm is the largest \(|\kappa|\) among its eigenvalues. Take the eigenvector \(v\) for that eigenvalue and the row \(\mu\) where \(|v_\mu|\) is largest. Then \(|\kappa||v_\mu|\le\sum_\nu|\delta K_{\mu\nu}||v_\nu|\le|v_\mu|\sum_\nu|\delta K_{\mu\nu}|\), and therefore

\[
|\delta\varepsilon|\le\frac{1}{2s_{\min}}\max_\mu\sum_\nu D_{\mu\nu}. \tag{15}
\]

In this bound the small omissions in one row add up, and a small \(s_{\min}\) enlarges the result. The element threshold alone therefore does not fix the guaranteed orbital-energy error, although the actual error may lie far below (15).

## Shell blocks

Integrals are usually computed for whole shells. Let \(M,\Lambda,\Sigma,N'\) label shells, let \(\bar Q_{M\Lambda}\) be the largest \(Q_{\mu\lambda}\) in a block, and let \(p_{\Lambda\Sigma}=\sum_{\lambda\in\Lambda,\sigma\in\Sigma}|P_{\lambda\sigma}|\). Replacing each \(Q\) in (8) by its block maximum gives

\[
\max_{\mu\in M,\nu\in N'}|K_{\mu\nu}|\le\sum_{\Lambda\Sigma}\bar Q_{M\Lambda}\,p_{\Lambda\Sigma}\,\bar Q_{\Sigma N'} . \tag{16}
\]

The density block must be summed. Replacing \(p_{\Lambda\Sigma}\) by the largest \(|P_{\lambda\sigma}|\), without counting functions, does not give a bound. Consider one p shell with \(P\) equal to the unit matrix. Then

\[
K_{xx}=(xx|xx)+(xy|xy)+(xz|xz)=(xx|xx)+2(xy|xy). \tag{17}
\]

For exponent 0.8 bohr\(^{-2}\), \(K_{xx}=0.925\) hartree. The estimate with the largest density element is 0.824 hartree, which is too small, while (16) gives \(3\times0.8242=2.473\) hartree. The function-by-function bound is sharp here: \(B_{xx}=\sum_\lambda Q_{x\lambda}^2\) is the same sum as (17).

## When the selected set is sparse

The bound holds for any \(P\), but the preselection (10) saves work only if \(B\) has many small elements. Let \(R_{ij}\) be the distance between the centres of functions \(i\) and \(j\), and for \(\gamma>0\) define

\[
\|M\|_\gamma=\max_i\sum_j|M_{ij}|e^{\gamma R_{ij}} . \tag{18}
\]

Since \(R_{ij}\le R_{ik}+R_{kj}\),

\[
\sum_j|(MN)_{ij}|e^{\gamma R_{ij}}
\le\sum_k|M_{ik}|e^{\gamma R_{ik}}\sum_j|N_{kj}|e^{\gamma R_{kj}}
\le\|M\|_\gamma\|N\|_\gamma . \tag{19}
\]

Applying this twice to \(B\), and noting that one term of a non-negative sum cannot exceed the sum,

\[
B_{ij}\le C e^{-\gamma R_{ij}},\qquad C=\|Q\|_\gamma^2\,\|P\|_\gamma . \tag{20}
\]

A selected element thus has \(R_{ij}\le\gamma^{-1}\ln(C/\theta)\). If \(C\) stays bounded as the system grows, and the number of functions per volume is bounded, each row contains a bounded number of selected elements. Their total then grows at most linearly with system size.

**Decay of \(Q\).** For two normalised s Gaussians of exponent \(\alpha\) at distance \(R\), completing the square gives

\[
\chi_a\chi_b=e^{-\alpha R^2/2}\left(\frac{2\alpha}{\pi}\right)^{3/2}e^{-2\alpha|\mathbf r-\mathbf c|^2}, \tag{21}
\]

with \(\mathbf c\) the midpoint. The factor after \(e^{-\alpha R^2/2}\) is a unit charge, whose Fourier transform has modulus \(e^{-k^2/8\alpha}\). Equation (5) gives its self-repulsion as

\[
Q_0^2=\frac{4\pi}{2\pi^2}\int_0^\infty e^{-k^2/4\alpha}dk
=\frac2\pi\sqrt{\pi\alpha}=2\sqrt{\frac{\alpha}{\pi}},\qquad
Q_{ab}=Q_0e^{-\alpha R^2/2}. \tag{22}
\]

The decay of \(Q\) is Gaussian, so the reach of \(B\) at long distance depends on \(P\).

**Decay of \(P\), gapped case.** Take a chain with one orthonormal s orbital per site, spacing \(a\), and couplings alternating between \(-t_1\) and \(-t_2\), with \(t_1>t_2>0\). For Bloch phase \(q\) per two-site cell, the Hamiltonian has zero diagonal and off-diagonal element \(-u\), with \(u=t_1+t_2e^{-iq}\). Its lower eigenvector is \((1,u^*/|u|)/\sqrt2\), with energy \(-|u|\). At half filling, with two electrons per occupied orbital, the density between the two sublattices is

\[
P_{12}(q)=\frac{u}{|u|}=\frac{t_1+t_2e^{-iq}}{\sqrt{(t_1+t_2e^{-iq})(t_1+t_2e^{iq})}} . \tag{23}
\]

The root vanishes where \(e^{\pm iq}=-t_1/t_2\), at \(|\mathrm{Im}\,q|=\ln(t_1/t_2)\). Inside that strip \(P_{12}\) is analytic, and the contour of its Fourier integral can be shifted. The real-space density therefore decays at least as fast as \(e^{-\gamma R}\) for every

\[
\gamma<\frac{\ln(t_1/t_2)}{2a}. \tag{24}
\]

This rate refers to orthonormal orbitals. The matrix entering \(B\) is the density in the non-orthogonal basis, \(S^{-1/2}P'S^{-1/2}\) with \(P'\) the density in the orthogonalised basis, so \(S^{-1/2}\) must decay as well. With diffuse, nearly linearly dependent functions it need not, and \(B\) can then remain large between distant functions of a gapped system whose \(K\) is small there. A gap alone does not guarantee a sparse selected set.

**Decay of \(P\), gapless case.** For \(t_1=t_2\) the strip closes. With one site per cell and phase \(k\), the states \(|k|<\pi/2\) are occupied, and sites \(d\) apart have

\[
P_d=\frac{2}{2\pi}\int_{-\pi/2}^{\pi/2}e^{ikd}dk=\frac{2\sin(\pi d/2)}{\pi d}. \tag{25}
\]

For odd \(d\) the magnitude is \(2/(\pi d)\). Because every term of \(B\) is non-negative, \(B_{ij}\ge Q_0^2|P_{ij}|\). Such an element stays selected at least up to \(d=2Q_0^2/(\pi\theta)\), a range inversely proportional to the threshold instead of logarithmic in it.

## A worked chain

The example is a model, not a material. Each site carries one s shell (exponent 0.4 bohr\(^{-2}\)) and one p shell (0.8 bohr\(^{-2}\)), with spacing 3 bohr. The density is that of a half-filled s band, obtained from a model Hamiltonian in the symmetrically orthogonalised basis. Its s–s couplings alternate between 0.5 and 0.05 hartree in magnitude, are negative and begin with the strong bond; an s function couples by \(-0.1\) hartree to the axial p function on the next site and an axial p function by \(+0.1\) hartree to the s function on the next site (positive p lobe towards higher site number), and the p level lies 1.0 hartree above the s level. This density is not self-consistent, and the numbers below depend on the sign chosen for the s–p coupling, which here is that of the overlap: with the opposite sign the 20-site chain has 3648 selected elements instead of 3872. The thresholds are \(\theta=10^{-4}\) and \(\tau=10^{-8}\) hartree.

From (22), \(Q_0^2=2\sqrt{0.4/\pi}=0.7137\) hartree. For neighbouring s functions \(Q=\sqrt{0.7137}\,e^{-0.2\times9}=0.1396\) hartree\(^{1/2}\), in agreement with the computed integral.

For 20 sites, \(N=80\) and \(N^2\tau=6.4\times10^{-5}\) hartree, below \(\theta\). Of the 6400 elements, 3872 are selected and 748 are truly significant; none of the latter is lost. Among the selected elements, 2388 have \(|K_{\mu\nu}|<10^{-12}\) hartree. Symmetry accounts for zeros of this kind. The density has no elements involving p functions perpendicular to the chain, so an element between such a function and an s function contains integrals that are odd under a reflection. The bound contains only magnitudes and cannot detect this.

The second stage retains 223,784 of the \(80^4=40{,}960{,}000\) terms, or 0.55 percent. For the orbital energies, \(F\) is taken as the model Hamiltonian minus \(\tfrac12K\). Compared with the full matrix at the same density, the errors in hartree are:

| Quantity | Error | Bound |
|---|---:|---:|
| Elements of \(K\), worst case | \(7.4\times10^{-7}\) | \(9.8\times10^{-5}\) |
| Exchange energy | \(7.8\times10^{-8}\) | \(6.3\times10^{-7}\) |
| Largest orbital-energy shift | \(2.8\times10^{-7}\) | \(4.9\times10^{-4}\) |

The exchange energy itself is \(-5.1637\) hartree. The orbital-energy bound exceeds \(\theta\), as (15) allows: with \(s_{\min}=0.662\), the largest row sum of \(D\) is \(2\times0.662\times4.9\times10^{-4}=6.5\times10^{-4}\) hartree.

The bound is much looser for distant elements than on the diagonal. Between s functions the ratio \(B/|K|\) rises overall with separation, though not monotonically: it grows steadily over the first four or five sites and beyond that alternates between even and odd site separations along this dimerised chain. For the first s function, the diagonal element is \(K=0.765\) hartree with \(B=0.979\) hartree, a ratio of 1.28. Between the first s function and the one 27 bohr away the ratio is 66. The value depends on the sublattice of the starting site: pairs at this distance give about 66 to 70 when they start on an odd-numbered site and about 440 when they start on an even-numbered one. One cause is visible in a single integral. The repulsion of two unit s clouds at that distance is 0.0370 hartree, equal to \(1/27\) at this precision, but its Schwarz bound remains 0.7137 hartree, larger by a factor of 19. The two inequalities in (8) split the ratio exactly. For the first pair the Schwarz step contributes a factor of about 21, and the triangle inequality, that is sign cancellation in (2), contributes about 3.2. For the pair starting on site 2 the factors are about 29 and 15.

Longer chains show the growth of the selected set:

| Sites | Selected | All elements |
|---:|---:|---:|
| 20 | 3872 | 6400 |
| 40 | 8632 | 25,600 |
| 80 | 18,152 | 102,400 |

Both increments amount to 238 elements per added site: \((8632-3872)/20\) and \((18152-8632)/40\). The selected fraction falls from 61 to 18 percent.

The s-only estimate (24) permits rates below \(\ln(10)/6=0.38\) bohr\(^{-1}\). With the smaller value \(\gamma=0.2\) bohr\(^{-1}\), the norms for 80 sites are \(\|Q\|_\gamma=3.360\) hartree\(^{1/2}\) and \(\|P\|_\gamma=5.474\), practically unchanged from 40 sites. Hence \(C=3.360^2\times5.474=61.8\) hartree, and (20) limits the selected separations to \(\ln(6.18\times10^5)/0.2=66.7\) bohr. The largest one found is 24 bohr. With \(C\) practically independent of length, (20) allows at most linear growth, but it greatly overestimates the range.

In computing \(\|P\|_\gamma\), density elements below \(10^{-13}\) were set to zero, because the exponential weight would otherwise magnify rounding noise at the far ends of the chain.

If all s–s couplings are set to 0.5 hartree, the gap of the 80-site chain is 0.037 hartree and all 102,400 elements are selected. The s-only estimate below (25), which assumes an infinite chain of orthonormal orbitals and is only an order-of-magnitude guide here, gives a range of \(2\times0.7137/(\pi\times10^{-4})\approx4500\) sites, far longer than this chain. The inequality (3) remains true, but at this threshold and length the preselection (10) removes no element. The term screening (11) still acts, keeping less than 0.1 percent of the \(320^4\) terms.

## Computed results

```
s exponent, p exponent: 0.4, 0.8 bohr^-2; spacing 3.0 bohr
couplings intra, inter, s-p: 0.5, 0.05, 0.1 hartree
p level above s level: 1.0 hartree
element threshold theta: 1e-04 hartree; term threshold tau: 1e-08 hartree
reference chain: 20 sites, 80 functions, 20 electrons
model gap: 0.8669 hartree; smallest overlap eigenvalue: 0.6620
s self-repulsion Q0^2: 0.713650 hartree
Q for s-s neighbours: 0.139641 hartree^(1/2)
largest excess over Schwarz bound: 1.4e-16 hartree
K and B, first s diagonal: 0.765459, 0.978633 hartree
K and B, first s with s at 27 bohr: 7.447e-07, 4.945e-05 hartree
ratio B/|K|, diagonal and far: 1.278, 66.4
far Coulomb integral and its Schwarz bound: 0.037037, 0.713650 hartree
random P: elements with |K| above |QPQ| (signs kept in P): 355 of 6400
elements in K: 6400; selected: 3872; truly significant: 748
significant elements lost: 0; selected with |K| < 1e-12 hartree: 2388
integral terms kept: 223784 of 40960000 (0.55 percent)
largest element error and bound: 7.447e-07, 9.788e-05 hartree
exchange energy: -5.16370140 hartree
exchange-energy error and bound: 7.849e-08, 6.346e-07 hartree
largest orbital-energy error and bound: 2.793e-07, 4.929e-04 hartree
shell pairs selected: 1048 of 1600
filled p shell, K_xx: 0.925149 hartree
p shell estimate with max |P|, with summed |P|: 0.824223, 2.472670 hartree
20 sites: selected 3872 of 6400 elements
40 sites: selected 8632 of 25600 elements
80 sites: selected 18152 of 102400 elements
added elements per added site, 20-40 and 40-80: 238.00, 238.00
decay rate gamma: 0.2 bohr^-1; noise cutoff for P in its norm: 1e-13
weighted norm of Q, 40 and 80 sites: 3.3602, 3.3602 hartree^(1/2)
weighted norm of P, 40 and 80 sites: 5.4736, 5.4737
80 sites, largest selected separation and bound: 24.0, 66.7 bohr
equal couplings, 80 sites: gap 0.0374 hartree, selected 102400
```
